# Stretched-exponential nuclear relaxation by random paramagnetic centres without spin diffusion

An insulating solid contains a few paramagnetic impurities at fixed, random positions. A train of radio-frequency pulses destroys the nuclear magnetization $M$, which then grows back to its equilibrium value $M_{\rm eq}$. A nucleus close to an impurity recovers quickly, a distant one slowly, because the relaxation rate falls as $r^{-6}$. If the nuclei cannot exchange magnetization, each recovers at its own rate, and the signal is a sum over very different exponentials. What is the shape of that sum?

The quantity with a simple law is the deficit
$$m(t)=1-\frac{M(t)}{M_{\rm eq}},\qquad m(0)=1 .$$
The recovery itself is $M/M_{\rm eq}=1-m$. Lengths are in nm and times in s, since atomic units would be unnatural here.

## Assumptions and theorem

1. The nuclei have spin 1/2 and do not exchange magnetization (no spin diffusion).
2. A centre at distance $r$ contributes the rate $C/r^6$, and rates of different centres add.
3. The centres are placed independently and uniformly with density $n$ in the same $d$-dimensional region as the nuclei, with $d<6$; the physical cases are $d=1,2,3$.
4. Nuclei and centres are points that may come arbitrarily close.
5. The sample is large, so the average over its nuclei equals the average over the positions of the centres around one nucleus.

**Theorem.** Under these assumptions
$$m(t)=\exp\!\left[-\left(\frac t\tau\right)^{d/6}\right],\qquad \frac1\tau=C\left[nV_d\,\Gamma\!\left(1-\tfrac d6\right)\right]^{6/d},$$
where $V_d=\pi^{d/2}/\Gamma(1+d/2)$ is the volume of the unit ball. In three dimensions
$$m(t)=e^{-\sqrt{t/\tau}},\qquad \frac1\tau=\frac{16\pi^3}{9}\,n^2C .$$

## Lemma 1: the rate from one centre

Assumption 2 has a microscopic origin. Let the centre have spin $S=1/2$, and let $\theta$ be the angle between the static field (along $z$) and the vector $\mathbf r$ joining centre and nucleus. Keep the fluctuations of $S_z$ and drop the terms that flip the electron spin. At high temperature $S_z=\pm\frac12$ with nearly equal probability, and we take
$$\langle S_z(t)S_z(0)\rangle=\tfrac14e^{-|t|/\tau_c}.$$

**Claim.** For weak coupling the nuclear rate is
$$W=\frac{C_0\sin^2\theta\cos^2\theta}{r^6},\qquad C_0=\frac94\,\frac{K^2\tau_c}{1+\omega^2\tau_c^2},\qquad K=\frac{\mu_0}{4\pi}\gamma_I\gamma_e\hbar ,$$
where $\omega$ is the nuclear Larmor frequency and $\gamma_I,\gamma_e$ are the magnitudes of the gyromagnetic ratios.

**Proof.** A moment $\boldsymbol\mu$ produces the field $(\mu_0/4\pi)[3(\boldsymbol\mu\cdot\hat{\mathbf r})\hat{\mathbf r}-\boldsymbol\mu]/r^3$. For $\boldsymbol\mu$ along $z$, the part perpendicular to $z$ comes from the first term and is proportional to $3\cos\theta\sin\theta$. As an angular frequency it has magnitude
$$b(t)=\frac{3K\sin\theta\cos\theta}{r^3}S_z(t),\qquad \langle b^2\rangle=\frac{9K^2\sin^2\theta\cos^2\theta}{4r^6}.$$
Its sign does not matter, because the rate is quadratic in $b$. The part of the field along $z$ commutes with $I_z$, so it causes no transitions. It only shifts $\omega$, by $K|3\cos^2\theta-1|\,|S_z|/r^3\le K/r^3$. Weak coupling means $K/r^3\ll\omega$ when $\omega\tau_c\gtrsim1$, and $K^2\tau_c/r^6\ll\omega$ when $\omega\tau_c\lesssim1$. This shift, its correlation with $b$ (both follow the same $S_z$) and the higher orders in $b$ are then negligible. The perturbation $\hbar b(t)I_x$ has matrix element $\hbar b/2$ between the nuclear states. To first order the transition amplitude is $-\frac i2\int_0^t b(t')e^{i\omega t'}dt'$. Its mean square, for $t\gg\tau_c$, grows as $wt$ with
$$w=\frac14\int_{-\infty}^{\infty}\langle b(s)b(0)\rangle e^{i\omega s}ds=\frac{\langle b^2\rangle}{4}\,\frac{2\tau_c}{1+\omega^2\tau_c^2}.$$
Let $p_\pm$ be the populations of the two nuclear states, with $p_++p_-=1$, and let $w_{+-},w_{-+}$ be the rates out of each. Then $\Delta=p_+-p_-$ obeys $\dot\Delta=-2(w_{+-}p_+-w_{-+}p_-)=-(w_{+-}+w_{-+})(\Delta-\Delta_{\rm eq})$, with $\Delta_{\rm eq}=(w_{-+}-w_{+-})/(w_{+-}+w_{-+})$. A random classical field gives equal rates $w$ and hence $\Delta_{\rm eq}=0$. For a centre in thermal equilibrium the two rates differ by the Boltzmann factor $e^{-\hbar\omega/k_BT}$, which fixes the thermal $\Delta_{\rm eq}$. At high temperature this factor is close to one and the sum of the rates stays $2w$. The deficit therefore decays at $W=2w=\langle b^2\rangle\tau_c/(1+\omega^2\tau_c^2)$. Inserting $\langle b^2\rangle$ gives the claim. $\square$

If different centres fluctuate independently with zero mean, the cross terms in the correlation function of the total field vanish, and the rates add. The angular factor is set aside for now and restored in Corollary 1.

## Lemma 2: the average over positions

**Claim.** With $J(t)=\int d^dr\,[1-e^{-Ct/r^6}]$, the mean deficit is $m=e^{-nJ}$.

**Proof.** A nucleus at the origin, with centres at distances $r_i$, has the deficit
$$\exp\Big(-\sum_i\frac{Ct}{r_i^6}\Big)=\prod_i e^{-Ct/r_i^6}.$$
Put $N=n\mathcal V$ centres independently into a volume $\mathcal V$. The average of the product is the product of $N$ equal averages:
$$\left[\frac1{\mathcal V}\int_{\mathcal V}d^dr\,e^{-Ct/r^6}\right]^N=\left[1-\frac{J_{\mathcal V}}{\mathcal V}\right]^{n\mathcal V},$$
where $J_{\mathcal V}$ is the integral $J$ restricted to $\mathcal V$. The logarithm is
$$n\mathcal V\ln\!\left(1-\frac{J_{\mathcal V}}{\mathcal V}\right)=-nJ_{\mathcal V}-\frac{nJ_{\mathcal V}^2}{2\mathcal V}-\dots$$
As $\mathcal V\to\infty$, $J_{\mathcal V}\to J$, which Lemma 3 shows to be finite, and the later terms vanish. $\square$

The form $e^{-nJ}$ is also the probability that a volume $J$ contains no centre. The deficit therefore behaves as if every centre had fully relaxed a volume $J(t)$ and left the rest untouched.

## Lemma 3: the relaxed volume

It costs nothing to include a closest distance $a$, which is needed later.

**Claim.** With $x=Ct/a^6$ and the lower incomplete gamma function $\gamma(\nu,x)=\int_0^xu^{\nu-1}e^{-u}du$,
$$J_a=\int_{r>a}d^dr\,\left[1-e^{-Ct/r^6}\right]=V_d\left[(Ct)^{d/6}\gamma\!\left(1-\tfrac d6,x\right)-a^d(1-e^{-x})\right].$$

**Proof.** The shell volume is $V_d\,d\,r^{d-1}dr=V_d\,d(r^d)$. Integration by parts gives
$$\frac{J_a}{V_d}=\Big[r^d(1-e^{-Ct/r^6})\Big]_a^\infty-\int_a^\infty r^d\,\frac{d}{dr}\left(1-e^{-Ct/r^6}\right)dr .$$
At the upper limit the bracket is at most $Ct\,r^{d-6}$, which vanishes because $d<6$. The lower limit contributes $-a^d(1-e^{-x})$. The derivative is $-6Ct\,r^{-7}e^{-Ct/r^6}$, so the last term equals
$$+\int_a^\infty r^d\,6Ct\,r^{-7}e^{-Ct/r^6}dr .$$
Set $u=Ct/r^6$. Then $du=-6Ct\,r^{-7}dr$ and $r^d=(Ct/u)^{d/6}$, while $r=a$ becomes $u=x$ and $r=\infty$ becomes $u=0$. The term is $(Ct)^{d/6}\int_0^xu^{-d/6}e^{-u}du$. $\square$

## Proof of the theorem

Let $a\to0$, so that $x\to\infty$. The term with $a^d$ vanishes and the incomplete gamma function becomes complete:
$$J=V_d\,\Gamma\!\left(1-\tfrac d6\right)(Ct)^{d/6}.$$
By Lemma 2, $m=e^{-nJ}$. Writing $nJ=(t/\tau)^{d/6}$ and raising the prefactor to the power $6/d$ gives $\tau$. For $d=3$, $V_3=4\pi/3$ and $\Gamma(1/2)=\sqrt\pi$, so $nJ=\frac43\pi^{3/2}n\sqrt{Ct}$, and its square is $\frac{16\pi^3}{9}n^2Ct$. $\square$

The power has a geometric meaning. At time $t$ the nuclei within about $(Ct)^{1/6}$ of a centre have relaxed, and the volume of that region grows as $t^{d/6}$. At fixed $C$ the time $\tau$ varies as $n^{-6/d}$, so doubling the density in three dimensions shortens it fourfold. If couplings between the centres set $\tau_c$, then $C$ itself depends on $n$ and this scaling changes. For $d\ge6$ the integral diverges at large $r$: distant centres would dominate and the result would depend on sample size.

Centres placed at random in boxes give mean deficits at $t=\tau$ of 0.369, 0.365 and 0.371 for $d=1,2,3$, against $e^{-1}=0.368$. The test allows 0.012 for sampling noise and finite boxes.

## Corollary 1: the dipolar angular factor

If $C$ depends on direction, the radial integration can be done separately for each direction. The factor $C^{d/6}$ in $J$ is then replaced by its directional average. For Lemma 1 in three dimensions, with $c=\cos\theta$,
$$\langle|\sin\theta\cos\theta|\rangle=\int_0^1c\sqrt{1-c^2}\,dc=\Big[-\tfrac13(1-c^2)^{3/2}\Big]_0^1=\frac13 .$$
Thus $\sqrt C$ becomes $\sqrt{C_0}/3$, and the theorem holds with
$$C_{\rm eff}=\frac{C_0}{9}.$$
Averaging the rate first would give $C_0\int_0^1(c^2-c^4)dc=2C_0/15$, which is larger by the factor $18/15=1.2$. The deficit at $t=\tau$ would then be $e^{-\sqrt{1.2}}=0.334$. Random centres with the full angular rate give 0.370, in agreement with $C_{\rm eff}$.

## Corollary 2: the distribution of rates

**Claim.** In three dimensions the total rates $W$ of the nuclei have the density
$$P(W)=\frac{e^{-1/(4\tau W)}}{2\sqrt{\pi\tau}\,W^{3/2}} .$$

**Proof.** We show that $\int_0^\infty P(W)e^{-Wt}dW=m(t)$; a Laplace transform determines its density. Put $W=1/(4\tau y^2)$. Then $W^{-1/2}=2\sqrt\tau\,y$, so $W^{-3/2}dW=-4\sqrt\tau\,dy$, and the integral becomes
$$\frac2{\sqrt\pi}\int_0^\infty e^{-y^2-\beta^2/y^2}dy,\qquad \beta=\tfrac12\sqrt{t/\tau}.$$
Use $y^2+\beta^2/y^2=(y-\beta/y)^2+2\beta$. The substitution $y\to\beta/y$ shows that $\int_0^\infty e^{-(y-\beta/y)^2}dy$ is unchanged if the integrand is multiplied by $\beta/y^2$. Half the sum of the two forms is
$$\frac12\int_0^\infty\left(1+\frac\beta{y^2}\right)e^{-(y-\beta/y)^2}dy=\frac12\int_{-\infty}^\infty e^{-v^2}dv=\frac{\sqrt\pi}2,$$
with $v=y-\beta/y$. The result is $e^{-2\beta}=e^{-\sqrt{t/\tau}}$. $\square$

A rate below $W$ means $y>1/(2\sqrt{\tau W})$, so the fraction of such nuclei is $\mathrm{erfc}[1/(2\sqrt{\tau W})]$. For $W=1/\tau$ this is 0.480, and the sampled value is 0.481. Hence $1/\tau$ is close to the median rate.

The mean rate, by contrast, diverges, since $WP(W)\propto W^{-1/2}$ at large $W$. This is the infinite initial slope of $e^{-\sqrt{t/\tau}}$. The slow nuclei show in the time integral: with $s=\sqrt{t/\tau}$,
$$\int_0^\infty m\,dt=\tau\int_0^\infty2s\,e^{-s}ds=2\tau .$$

## Remark 1: a closest distance

Real nuclei cannot approach a centre arbitrarily closely, and those very near it may be shifted out of the observed line. Suppose that the observed nuclei have no centre within $a$. Then $J_a$ replaces $J$.

At early times, $x\ll1$, we have $\gamma(\nu,x)\approx x^\nu/\nu$ with $\nu=1-d/6$. Since $Ct=a^6x$, the first term in Lemma 3 is $a^dx/\nu$ and the second is $-a^dx$. Therefore
$$J_a\approx V_da^dx\left(\frac1\nu-1\right)=\frac{d}{6-d}\,V_d\,a^{d-6}\,Ct .$$
The decay begins linearly. Here the average is over the rate itself, so in three dimensions the dipolar law uses $2C_0/15$, not $C_0/9$:
$$-\dot m(0)=\frac{4\pi n}{3a^3}\,\frac{2C_0}{15}.$$

At late times, $x\gg1$, $J_a\approx J-V_da^d$. The stretched exponential returns, multiplied by the constant $e^{nV_da^d}$. With the dipolar factor this is an approximation, because directions with very small $C$ reach the late regime later.

## Remark 2: when spin diffusion may be neglected

Let the nuclei exchange magnetization weakly, with a uniform diffusion coefficient $D$, in three dimensions and with the isotropic rate:
$$\partial_tm=D\nabla^2m-Wm,\qquad W(\mathbf r)=\sum_i\frac C{|\mathbf r-\mathbf r_i|^6}.$$
Without diffusion $m_0=e^{-Wt}$. The first-order change is
$$m_1=D\int_0^te^{-W(t-s)}\nabla^2e^{-Ws}ds .$$
Because $\nabla^2e^{-Ws}=e^{-Ws}(s^2|\nabla W|^2-s\nabla^2W)$, the integral gives
$$m_1=De^{-Wt}\left(\frac{t^3}3|\nabla W|^2-\frac{t^2}2\nabla^2W\right).$$
In $|\nabla W|^2$, products of gradients from two different centres average to zero by isotropy. What remains is a sum over single centres. For $W=C/r^6$, $|\nabla W|^2=36C^2/r^{14}$ and $\nabla^2W=(42-12)C/r^8=30C/r^8$. Averaging over the other centres supplies the factor $e^{-nJ}$, so $\langle m_1\rangle=-e^{-nJ}n\,\delta J$ with
$$\delta J=-4\pi D\int_0^\infty r^2e^{-Ct/r^6}\left(\frac{12C^2t^3}{r^{14}}-\frac{15Ct^2}{r^8}\right)dr .$$
The substitution $u=Ct/r^6$ turns the two integrals into $\frac16C^{1/6}t^{7/6}$ times $12\,\Gamma(\frac{11}6)=10\,\Gamma(\frac56)$ and $15\,\Gamma(\frac56)$. Thus
$$\delta J=\frac{10\pi}3\Gamma\!\left(\tfrac56\right)D\,C^{1/6}t^{7/6},\qquad \frac{\delta J}J=\frac{5\,\Gamma(5/6)}{2\sqrt\pi}\,\frac{D\,t^{2/3}}{C^{1/3}} .$$
The numerical factor is 1.592; a radial diffusion equation around one centre gives 1.589. Diffusion speeds up the relaxation, and its relative effect grows with time. For any $D>0$ the exponent of the direct law is therefore reliable only for $t\ll C^{1/2}D^{-3/2}$. A small relative error of the deficit itself also requires $n\,\delta J\ll1$, which is the stricter condition once $nJ\gg1$.

## A worked case in three dimensions

Take round model parameters: $\gamma_I=5\times10^7$ rad s$^{-1}$ T$^{-1}$, a field of 1 T, $\tau_c=10^{-6}$ s, $n=0.01$ nm$^{-3}$ and $a=0.5$ nm. Then $\omega\tau_c=50$ and $K=9.285\times10^4$ rad nm$^3$ s$^{-1}$, so
$$C_0=\frac94\,\frac{(9.285\times10^4)^2\times10^{-6}}{1+50^2}=7.76\ \mathrm{nm^6\,s^{-1}},\qquad C_{\rm eff}=0.862\ \mathrm{nm^6\,s^{-1}} .$$
At this density the dipolar coupling between centres, $(\mu_0/4\pi)\gamma_e^2\hbar n\approx3\times10^6$ rad s$^{-1}$, exceeds $1/\tau_c$. The value of $\tau_c$ and the independence of the centres are therefore model assumptions here; they require that mutual electron flips be suppressed, for instance by a wide spread of electron resonance frequencies. At 1 nm and $45^\circ$ the rate is $C_0/4=1.939$ s$^{-1}$. Bloch equations with a jumping electron spin give the same value to the printed digits. The theorem yields
$$\frac1\tau=\frac{16\pi^3}9(0.01)^2(0.862)=4.75\times10^{-3}\ \mathrm{s^{-1}},\qquad \tau=211\ \mathrm s=3.5\ \mathrm{min}.$$

The tail is long: at $t=9\tau$, about 1895 s, the deficit is still $e^{-3}=0.050$. A single exponential with the same $\tau$ would have reached $e^{-9}$.

The closest distance sets the time scale $a^6/C_0=2.0$ ms, up to which $-\ln m$ grows almost linearly; afterwards its relative effect on $-\ln m$ fades, at late times as $t^{-1/2}$, while the deficit keeps the constant factor found in Remark 1. The initial rate is finite, 0.35 s$^{-1}$, yet some 70 times $1/\tau$. The logarithmic slope of $-\ln m$ against $t$ is 1.00 at one hundredth of this scale, 0.97 at the scale itself, 0.59 at a hundred times it and 0.503 at $\tau$. The square-root law thus sets in gradually. At $\tau$ the closest distance raises the deficit from 0.3679 to 0.3698, a factor of 1.005, as $e^{4\pi na^3/3}$ predicts.

Finally, set $\delta J/J=0.1$ at $t=\tau$ and use $C_{\rm eff}$ in the isotropic formula, which makes the result an estimate:
$$D\approx\frac{0.1}{1.592}\,\frac{(0.862)^{1/3}}{(211)^{2/3}}\approx1.7\times10^{-3}\ \mathrm{nm^2\,s^{-1}} .$$
The estimate is somewhat generous: with the dipolar rate the change at this $D$ is about 0.13, and 0.1 is reached near $1.2\times10^{-3}$ nm$^2$ s$^{-1}$. Neglecting diffusion up to $\tau$ requires $D$ well below this value if the exponent is to be accurate to much better than ten per cent. In a static solid with like nuclei of density $n_I$, $D$ is of order $0.1\,(\mu_0/4\pi)\gamma_I^2\hbar\,n_I^{1/3}$, about 1 to 10 nm$^2$ s$^{-1}$ for this $\gamma_I$ and $n_I$ between 0.1 and 20 nm$^{-3}$. The worked case therefore describes a sample only if spin diffusion is strongly suppressed, as by sample spinning or a wide spread of nuclear resonance frequencies. The isotropic formula should not be scaled down to very small $D$ for the dipolar rate. There the first-order coefficient contains the directional average of $|\sin\theta\cos\theta|^{-5/3}$, which diverges at $\theta=90^\circ$, so for $a=0$ the effect of diffusion falls more slowly than in proportion to $D$. A closest distance cuts the divergence off: the coefficient is then finite, grows about as $a^{-2}$, and is about eleven times the isotropic one for $a=0.5$ nm. Proportionality to $D$ returns only for $D\ll a^8/(4C_0t^2)$, about $3\times10^{-9}$ nm$^2$ s$^{-1}$ at $t=\tau$. The numerical output lists the remaining values.

## Table of computed values

```
Nuclear gyromagnetic ratio: 5.000e+07 rad/s/T
Magnetic field: 1.00 T
Electron correlation time: 1.00e-06 s
Density of centres n: 0.010 nm^-3
Closest distance a: 0.50 nm
Electron gyromagnetic ratio: 1.760860e+11 rad/s/T
Dipolar coupling K: 9.28476e+04 rad nm^3/s
omega*tau_c: 50.00 (no unit)
Rate strength C0: 7.7555 nm^6/s
Rate at 1 nm, 45 deg, formula: 1.93888 s^-1
Rate at 1 nm, 45 deg, Bloch equations: 1.93888 s^-1
Average of |sin cos|: 0.333333 (no unit)
Average of sin^2 cos^2: 0.133333 (no unit)
Error factor of averaging the rate first: 1.2000 (no unit)
C_eff: 0.86172 nm^6/s
tau: 210.53 s = 3.509 min
Integrated deficit time 2*tau: 421.05 s
Sampled deficit at t=tau, d=1: 0.3688 (no unit)
Sampled deficit at t=tau, d=2: 0.3647 (no unit)
Sampled deficit at t=tau, d=3: 0.3709 (no unit)
Sampled deficit at t=tau, d=3, angular rate: 0.3704 (no unit)
Predicted deficit at t=tau: 0.3679 (no unit)
Fraction with rate below 1/tau, formula: 0.4795 (no unit)
Fraction with rate below 1/tau, sampled: 0.4813 (no unit)
t=0.01 tau = 2.11 s: deficit 0.90484, with closest distance 0.90952 (no unit)
t=0.10 tau = 21.05 s: deficit 0.72889, with closest distance 0.73270 (no unit)
t=1.00 tau = 210.53 s: deficit 0.36788, with closest distance 0.36981 (no unit)
t=4.00 tau = 842.10 s: deficit 0.13534, with closest distance 0.13605 (no unit)
t=9.00 tau = 1894.73 s: deficit 0.04979, with closest distance 0.05005 (no unit)
Core time a^6/C0: 2.0147e-03 s
Initial rate with closest distance: 0.3465 s^-1
Late-time factor exp(n V_3 a^3): 1.00525 (no unit)
Deficit ratio with/without core at tau: 1.00524 (no unit)
Log slope of exponent at 0.01 core time: 0.9997 (no unit)
Log slope of exponent at core time: 0.9698 (no unit)
Log slope of exponent at 100 core times: 0.5914 (no unit)
Log slope of exponent at tau: 0.5026 (no unit)
Diffusion coefficient factor, formula: 1.5921 (no unit)
Diffusion coefficient factor, numerical: 1.5891 (no unit)
D changing the exponent by 10% at tau (estimate): 1.689e-03 nm^2/s
```
